\section*{Planar-to-Pyramidal Instability of Three Charges around a Polarizable Ion, part 2}

When does a planar lanthanide trihalide molecule fold into a pyramid? In the original model, three unpolarizable point charges $q$ lie at fixed distance $R$ from an ion of charge $Q$ and isotropic dipole polarizability $\alpha$. Overlap and covalent bonding are left out. Formulas use Hartree atomic units, with $4\pi\varepsilon_0=1$.

The unit vector from the ion to ligand $i$ is $\mathbf n_i=\cos\delta\,\boldsymbol\rho_i+\sin\delta\,\hat{\mathbf z}$. Here $\delta$ is the common elevation out of the plane, $\hat{\mathbf z}$ is the threefold axis, and the $\boldsymbol\rho_i$ are horizontal unit vectors at $120^\circ$ to one another. The cosines $c_{ij}=\mathbf n_i\cdot\mathbf n_j$ for $i\ne j$ share the value
\begin{equation}
c=\sin^2\delta-\tfrac12\cos^2\delta=\frac{3s-1}{2},\qquad s=\sin^2\delta .
\label{eq:cs}
\end{equation}
The ligands' field at the ion, which induces the dipole $\boldsymbol\mu=\alpha\mathbf E$, is
\begin{equation}
\mathbf E=-\frac{q}{R^2}\sum_{i=1}^{3}\mathbf n_i .
\label{eq:field}
\end{equation}
For small $\delta$, the energy $U$ and the umbrella stiffness $K$ are
\begin{equation}
U(\delta)=U(0)+\frac12K\delta^2+\cdots,\qquad
K=q^2\left(\frac{\sqrt3}{R}-\frac{9\alpha}{R^4}\right).
\label{eq:k}
\end{equation}
The planar form is unstable above the threshold $\alpha_c=R^3/(3\sqrt3)$. There, with $x=\alpha/\alpha_c$, the elevation obeys
\begin{equation}
\cos^3\delta=\frac1x=\frac{\alpha_c}{\alpha},
\label{eq:angle}
\end{equation}
and the pyramidal energy minus the planar energy is
\begin{equation}
\Delta U=\frac{\sqrt3q^2}{2R}\left(3x^{1/3}-2-x\right).
\label{eq:depth}
\end{equation}
The two bending motions within the plane become unstable only at $\alpha=\frac52\alpha_c$. The numbers of unstable modes in the closing output come from the numerical second-derivative matrix over all six angular coordinates.

If the bonds can relax, the local umbrella criterion still holds at the planar equilibrium bond length, provided the planar molecule is stable against changes of its bond lengths. The remaining question is how far the results survive when the other restrictions are relaxed, beginning with the purely dipolar response of the ion.

\subsection{The quadrupole response of the ion}

The field of the ligands cancels at the centre of the planar arrangement, but its gradient does not. The gradient induces a quadrupole in the ion, and this lowers the planar energy. To find the effect, expand the potential of one ligand around the ion:
\begin{equation}
\frac{q}{|\mathbf r-R\mathbf n_i|}
=q\sum_{l=0}^{\infty}\frac{r^l}{R^{l+1}}P_l(\hat{\mathbf r}\cdot\mathbf n_i),
\qquad r<R .
\label{eq:multipole}
\end{equation}
The term $l=1$ is the uniform field already treated. The term $l=2$ has the form $g\,r^2P_2$ with $g=q/R^3$. Define the quadrupole polarizability $\alpha_2$ so that a single potential of this form lowers the energy by $\alpha_2g^2/2$.

For three ligands, the cross terms are also needed. Write
\begin{equation}
r^2P_2(\hat{\mathbf r}\cdot\mathbf n)=\sum_{ab}r_ar_b\,\Theta_{ab}(\mathbf n),
\qquad \Theta_{ab}(\mathbf n)=\frac{3n_an_b-\delta_{ab}}{2},
\label{eq:theta}
\end{equation}
where $\delta_{ab}$ is the unit matrix. The response energy of a spherical ion is quadratic in the total $\Theta$ and unchanged by rotations. For a symmetric matrix without trace, the one independent quadratic invariant is the trace of its square. The cross term between directions $\mathbf n$ and $\mathbf n'$, with $c=\mathbf n\cdot\mathbf n'$, is therefore proportional to
\begin{equation}
\sum_{ab}\Theta_{ab}(\mathbf n)\Theta_{ab}(\mathbf n')
=\frac{9c^2-3-3+3}{4}=\frac32P_2(c).
\label{eq:trace}
\end{equation}
For equal directions this is $3/2$, so the cross term relative to the single-ligand term is $P_2(c)$. The quadrupole energy is
\begin{equation}
U_2=-\frac{\alpha_2q^2}{2R^6}\sum_{i,j=1}^{3}P_2(c_{ij}).
\label{eq:u2sum}
\end{equation}

The sum has three diagonal terms, each equal to 1, and six equal terms with $i\ne j$. Using $c=(3s-1)/2$ from Eq.~\eqref{eq:cs},
\begin{equation}
3+6\,\frac{3c^2-1}{2}=9c^2=\frac94(1-3s)^2 .
\label{eq:p2sum}
\end{equation}
Hence
\begin{equation}
U_2=-\frac{9\alpha_2q^2}{8R^6}(1-3s)^2
=-\frac{9\alpha_2q^2}{8R^6}+\frac{27\alpha_2q^2}{4R^6}s+\cdots .
\label{eq:u2}
\end{equation}
The energy gained from the quadrupole decreases as the ligands leave the plane. It vanishes at $s=1/3$, where the three bonds are mutually perpendicular, and returns at larger elevations. Since $s\approx\delta^2$ near the plane, the stiffness becomes
\begin{equation}
K=q^2\left(\frac{\sqrt3}{R}-\frac{9\alpha}{R^4}+\frac{27\alpha_2}{2R^6}\right),
\label{eq:kquad}
\end{equation}
and its zero moves to
\begin{equation}
\alpha=\frac{R^3}{3\sqrt3}+\frac{3\alpha_2}{2R^2}.
\label{eq:cquad}
\end{equation}
The quadrupole response therefore delays the folding.

\subsection{The polarizability of the ligands}

Halide ligands are themselves polarizable. Let each have a dipole polarizability $\alpha_L$. To first order in $\alpha_L$, the energy changes by $-\frac12\alpha_L\sum_i|\mathbf F_i|^2$, where $\mathbf F_i$ is the field at ligand $i$ calculated with $\alpha_L=0$. The dipole of the ion already minimizes the energy at $\alpha_L=0$, so its readjustment contributes only at second order.

The field $\mathbf F_i$ has three sources. The charge of the ion gives $Q\mathbf n_i/R^2$. For the other two ligands, the vectors pointing from them to ligand $i$ add up to $3R\cos\delta\,\boldsymbol\rho_i$, because $\sum_j\boldsymbol\rho_j=0$. Dividing by the cube of their distance $\sqrt3R\cos\delta$ gives
\begin{equation}
q\,\frac{3R\cos\delta\,\boldsymbol\rho_i}{3\sqrt3R^3\cos^3\delta}
=\frac{q\,\boldsymbol\rho_i}{\sqrt3R^2\cos^2\delta}.
\label{eq:otherligands}
\end{equation}
The third source is the ion's dipole $m\hat{\mathbf z}$, with $m=-3\alpha q\sin\delta/R^2$ from Eq.~\eqref{eq:field}. The standard dipole field at $R\mathbf n_i$ is $m(3\sin\delta\,\mathbf n_i-\hat{\mathbf z})/R^3$. In total,
\begin{equation}
\mathbf F_i=\frac{Q\mathbf n_i}{R^2}
+\frac{q\boldsymbol\rho_i}{\sqrt3R^2\cos^2\delta}
+\frac{m(3\sin\delta\,\mathbf n_i-\hat{\mathbf z})}{R^3}.
\label{eq:ligandfield}
\end{equation}

The square of this field is needed to order $\delta^2$. The first two terms alone give
\begin{equation}
\frac1{R^4}\left(Q^2+\frac{2Qq}{\sqrt3\cos\delta}+\frac{q^2}{3\cos^4\delta}\right),
\label{eq:direct}
\end{equation}
whose part of order $\delta^2$ is $(Qq/\sqrt3+2q^2/3)\delta^2/R^4$. For the cross term with the ion's dipole, the scalar products are
\begin{align}
\mathbf n_i\cdot(3\sin\delta\,\mathbf n_i-\hat{\mathbf z})&=2\sin\delta,\nonumber\\
\boldsymbol\rho_i\cdot(3\sin\delta\,\mathbf n_i-\hat{\mathbf z})&=3\sin\delta\cos\delta .
\label{eq:products}
\end{align}
To second order, this cross term is therefore
\begin{equation}
\frac{2m\delta}{R^5}(2Q+\sqrt3q)
=-\frac{6\alpha q\,\delta^2}{R^7}(2Q+\sqrt3q).
\label{eq:cross}
\end{equation}
The square of the dipole field is $m^2/R^6=9\alpha^2q^2\delta^2/R^{10}$ at this order.

Now take a neutral molecule, $Q=-3q$, and define $a=\alpha/R^3$. Three ligands contribute, and $K$ is twice the coefficient of $\delta^2$ in the energy. The change in stiffness is
\begin{equation}
K_L=-\frac{3\alpha_Lq^2}{R^4}
\left[-\sqrt3+\frac23+6a(6-\sqrt3)+9a^2\right].
\label{eq:kl}
\end{equation}
The first two terms in the bracket add up to $-1.07$. By themselves they make the planar form stiffer, since the field of the charges at the ligands weakens on folding. The terms containing $a$ describe the coupling of the ligand dipoles to the dipole of the ion, and they favour folding. At the original threshold, $a=0.1925$ and the bracket is about $+4.2$. Polarizable ligands therefore lower the threshold at first order in $\alpha_L$. The result now depends on the ion's charge, which was absent from the original criterion.

\subsection{Lanthanum trifluoride}

Lanthanum trifluoride is evaporated thermally to make optical coatings. Its vapour molecule provides a test of the model's range. The bond length is taken as $R=2.10$~\AA, a rough value, and the charges as $q=-1$ and $Q=3$. Polarizabilities are given as volumes in \AA$^3$. The threshold is
\begin{equation}
\alpha_c=\frac{(2.10\ \text{\AA})^3}{3\sqrt3}=1.78\ \text{\AA}^3
=12.0\ \text{a.u.}
\label{eq:laf3c}
\end{equation}

A Hartree--Fock calculation for the free La$^{3+}$ ion, with the def2-TZVPP basis, gives $\alpha=1.13$~\AA$^3$, or 7.60 a.u. A scalar-relativistic potential replaces 46 core electrons, and the eight electrons of the 5s and 5p shells respond. Electron correlation, spin--orbit coupling and the response of the core are left out. The basis is not complete: a larger one, with uncontracted s and p shells and additional d, f and g functions, gives 7.64 a.u. and lowers the stiffness of Eq.~\eqref{eq:klaf3} below by 0.04~eV/rad$^2$. The ratio $\alpha/\alpha_c$ is 0.632, so the original model predicts a planar molecule. With this $\alpha$ held fixed, the bond would have to shrink to
\begin{equation}
R=(3\sqrt3\times1.126)^{1/3}\ \text{\AA}=1.80\ \text{\AA}
\label{eq:rcrit}
\end{equation}
for the instability to appear.

The ligand repulsion contributes 11.88~eV/rad$^2$ to the stiffness, and the dipole of the ion $-7.50$~eV/rad$^2$. Their sum is
\begin{equation}
K=11.88-7.50=4.38\ \text{eV/rad}^2 .
\label{eq:klaf3}
\end{equation}

The calculated quadrupole polarizability is $\alpha_2=1.077$~\AA$^5$. By Eq.~\eqref{eq:cquad} it raises the threshold by $1.5\times1.077/2.10^2=0.37$~\AA$^3$, to 2.15~\AA$^3$, and the stiffness becomes 6.82~eV/rad$^2$. The larger basis raises $\alpha_2$ by about 4\%, to 1.115~\AA$^5$, and gives a stiffness of 6.86~eV/rad$^2$. The multipole formulas were tested on the Hartree--Fock ion with three weak charges at 3.70~\AA. The energy change between the plane and $\delta=30^\circ$ was averaged over charges of $+0.2$ and $-0.2$, which removes odd powers of the charge. Relative to that change, the dipole formula alone is in error by 7.7\%, and the dipole and quadrupole together by 0.6\%.

At the actual bond length and with full charges, the response can be calculated without a multipole expansion. For this and the following two calculations, the stiffness is obtained from a finite elevation $\delta_0=0.10$~rad:
\begin{equation}
K_{\mathrm s}=\frac{2[U(\delta_0)-U(0)]}{\delta_0^2}.
\label{eq:secant}
\end{equation}
The full Hartree--Fock response of the ion gives 6.31~eV/rad$^2$, or 6.29~eV/rad$^2$ with the larger basis. It thus confirms that the ion's response beyond the linear dipole stiffens the planar form in this example.

The correction from the ligand dipoles is about as large as the stiffness in Eq.~\eqref{eq:klaf3}. Take $\alpha_L=1.00$~\AA$^3$ as a rough value for fluoride. With $a=0.632\times0.1925=0.122$, the bracket in Eq.~\eqref{eq:kl} is
\begin{equation}
-1.07+3.11+0.13\approx2.18 .
\label{eq:bracket}
\end{equation}
The factor $\alpha_Lq^2/R^4$ follows from the ion's dipole contribution, $-9\alpha q^2/R^4=-7.50$~eV/rad$^2$. It is $7.50\times1.00/(9\times1.126)=0.74$~eV/rad$^2$. Therefore
\begin{equation}
K_L\approx-3\times0.74\times2.18=-4.8\ \text{eV/rad}^2 ,
\label{eq:klnumber}
\end{equation}
and the sum with Eq.~\eqref{eq:klaf3} is about $-0.5$~eV/rad$^2$. Solving for all the coupled dipoles, without restriction to first order in $\alpha_L$, gives $K_{\mathrm s}=-0.86$~eV/rad$^2$. At $\delta_0=0.01$~rad, which is the closer comparison with $-0.5$, the value is $-0.97$~eV/rad$^2$. It changes sign at $\alpha_L=0.83$~\AA$^3$, not far below the rough value chosen. Within the model of point charges and dipoles, the ligand polarizability has thus turned a planar prediction into a pyramidal one at the same bond length. This calculation includes neither the ion's quadrupole nor the weakening of dipole interactions when electron clouds overlap. The quadrupole term found above, $6.82-4.38=2.44$~eV/rad$^2$, would by simple addition make the stiffness positive again. The ligand dipoles have their negative ends towards the ion and strengthen the field gradient there, by a factor of about 1.7 in the planar form, so simple addition underestimates the combined effect. With the ion's quadrupole coupled to the ligand dipoles, the stiffness at small elevation is about $+6.2$~eV/rad$^2$, against about $+1.5$~eV/rad$^2$ by addition. The sign obtained from the dipoles alone is therefore not a reliable prediction.

A Hartree--Fock calculation for the whole molecule includes overlap and covalency as well. With the same lanthanum basis and potential, and the 6-31+G* basis on fluorine, it gives $K_{\mathrm s}=-1.30$~eV/rad$^2$. By Eq.~\eqref{eq:secant}, the energy at 0.10~rad lies
\begin{equation}
\tfrac12\times1.30\times0.10^2\ \text{eV}=0.0065\ \text{eV}
\label{eq:drop}
\end{equation}
below that of the planar form. The size of this stiffness is not converged with respect to the basis: def2-TZVPD on fluorine, with density fitting, gives $-1.0$~eV/rad$^2$, with the same sign. At this level of theory and this fixed bond length, the planar form is not the minimum. The similarity of $-0.86$ and $-1.30$ does not show that induced dipoles account for the effect. It disappears when the ion's quadrupole is added to the point model, which then gives a positive stiffness, and the molecular calculation also contains the higher multipoles of the ion, overlap and covalency.

When each correction is calculated separately for this molecule, with the rough value of $\alpha_L$ used here, the polarizability of the ligands lowers the stiffness and the quadrupole of the ion raises it. Their combined effect is not the sum of the two. The separate effects of overlap and covalency were not calculated. The criterion $\alpha>R^3/(3\sqrt3)$ is exact for the stated model, but it should not be used to predict the shape of a real halide unless the corrections are small compared with the stiffness in Eq.~\eqref{eq:k}. Here they are not. Nor do these calculations settle the measured shape of LaF$_3$, since correlation was left out and the bond length was not relaxed.

\subsection{A folded case and the effect of temperature}

To see the size of the folding in the original model, keep $R=2.10$~\AA\ and choose $\alpha=1.20\,\alpha_c=2.14$~\AA$^3$. This is a model value, well above that calculated for La$^{3+}$. Equation~\eqref{eq:angle} gives
\begin{equation}
\cos\delta=1.20^{-1/3}=0.941,\qquad \delta=19.8^\circ .
\label{eq:modelangle}
\end{equation}
The angle between two bonds follows from Eq.~\eqref{eq:cs} and is $109.2^\circ$. A polarizability 20\% above the threshold is thus enough to reduce the bond angle by about $11^\circ$.

The well is nevertheless shallow. The factor $\sqrt3q^2/(2R)$ in Eq.~\eqref{eq:depth} is half the repulsive stiffness, or 5.94~eV, and
\begin{equation}
\Delta U=5.94\ \text{eV}\times(3\times1.20^{1/3}-2-1.20)=-0.071\ \text{eV}.
\label{eq:modeldepth}
\end{equation}
At a rough source temperature of 1400~K, the thermal energy $k_{\mathrm B}T$ is 0.121~eV, larger than the barrier at the planar form. In this model case many molecules in the hot vapour have enough energy to cross from one side of the plane to the other. The sign of $K$ then describes the shape of the potential at its centre, while the average shape of the hot molecule depends on the whole potential. The main calculated values are collected in the numerical output that follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
GENERAL MODEL
critical alpha / R^3: 0.19245
in-plane critical alpha / R^3: 0.48113
unstable modes at alpha/alpha_c = 0.97: 0
unstable modes at alpha/alpha_c = 1.03: 1
unstable modes at alpha/alpha_c = 2.40: 1
unstable modes at alpha/alpha_c = 2.60: 3
LaF3 EXAMPLE, La3+ by HF/def2-TZVPP with core potential
La electrons replaced by the potential: 46
La3+ electrons treated explicitly: 8
rough bond length: 2.10 Angstrom = 3.9684 bohr
critical polarizability: 1.782 A^3 = 12.027 a.u.
La3+ polarizability: 1.126 A^3 = 7.596 a.u.
La3+ alpha / critical alpha: 0.632
critical bond length for this alpha: 1.802 Angstrom
La3+ quadrupole polarizability: 1.077 A^5
critical alpha with quadrupole: 2.149 A^3
UMBRELLA STIFFNESS K
ligand repulsion part: 11.877 eV/rad^2
ion dipole part: -7.501 eV/rad^2
point model total: 4.376 eV/rad^2
with ion quadrupole: 6.818 eV/rad^2
finite angle for the next three: 0.10 rad
full HF ion response: 6.305 eV/rad^2
rough ligand polarizability: 1.00 A^3
dipoles on ion and ligands: -0.858 eV/rad^2
HF molecule, F in 6-31+G*: -1.298 eV/rad^2
MODEL CASE ABOVE THRESHOLD, same R
alpha / critical alpha: 1.20
polarizability: 2.139 A^3
umbrella angle: 19.77 degrees
ligand-ion-ligand angle: 109.17 degrees
well depth below planar: 0.0714 eV
rough source temperature: 1400 K
thermal energy kT: 0.1206 eV
CHECK OF ION RESPONSE IN WEAK CHARGES
distance: 3.704 Angstrom, charge: 0.20 e
umbrella angle: 30.0 degrees
error of dipole formula: 7.68 percent
error with quadrupole: 0.64 percent
\end{verbatim}
